**Donor 2p± splitting in a magnetic field along the valley axis**

The program tests $E(2p_+)-E(2p_-)=\hbar eB/m_t$ for a donor electron with transverse mass $m_t$ and longitudinal mass $m_l$, in a field $B$ along the valley axis. It builds the kinetic energy from $\mathbf p+e\mathbf A$ in a basis of harmonic polynomials times Gaussians, diagonalizes the Hamiltonian, and labels the states by their computed angular momentum. It asserts the splitting law at 1, 10 and 40 T to a relative tolerance of $10^{-6}$, and the corresponding law for the lowest $m=\pm3$ pair at 10 T. Further assertions cover the operator expansion, the isotropic 2p energy, basis convergence at zero field and the weak-field diamagnetic shift. The program also asserts that an added axial core potential leaves the splitting unchanged, that a tilted weak field follows the cosine law, and that a perpendicular field gives a quadratic splitting. For the model donor at 10 T, the output shows a splitting of 4.631 meV, or 1.120 THz. With unequal transverse masses the pair is split already at zero field, and the law fails.

## Numerical verification

```python
"""
Result under test: for a donor electron in an ellipsoidal valley (masses m_t,
m_t, m_l) with the magnetic field B along the valley axis z,
    E(2p+) - E(2p-) = hbar e B / m_t   at every B.
The Hamiltonian is sum_i (p_i + e A_i)^2 / (2 m_i) - e^2/(4 pi eps r), with
A = B x r / 2. It is diagonalized in harmonic polynomials times Gaussians.
Internal units: length a = 4 pi eps hbar^2/(m_t e^2), energy hbar^2/(m_t a^2),
field b = e B a^2/hbar. Only states odd under inversion (p, f, ...) are kept;
inversion is a symmetry of the Hamiltonian for every field direction.
"""
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh, null_space
from scipy.special import gamma

# ---------- model parameters and units ----------
mt_rel, ml_rel, eps_rel = 0.25, 0.75, 10.0
m_t = mt_rel * const.m_e
m_l = ml_rel * const.m_e
length = (4 * np.pi * const.epsilon_0 * eps_rel * const.hbar**2
          / (m_t * const.e**2))
meV = 1e-3 * const.e
unit = const.hbar**2 / (m_t * length**2) / meV


def field(tesla):
    return const.e * tesla * length**2 / const.hbar


def cyclotron(tesla, mass):
    return const.hbar * const.e * tesla / mass / meV


# ---------- polynomial algebra ----------
MAXDEG = 8
monos = [(i, j, k) for i in range(MAXDEG + 1) for j in range(MAXDEG + 1 - i)
         for k in range(MAXDEG + 1 - i - j)]
index = {mono: n for n, mono in enumerate(monos)}
size = len(monos)
D = [np.zeros((size, size)) for _ in range(3)]   # derivative
X = [np.zeros((size, size)) for _ in range(3)]   # multiplication by coordinate
for mono, col in index.items():
    for axis in range(3):
        up = list(mono)
        up[axis] += 1
        if tuple(up) in index:
            X[axis][index[tuple(up)], col] = 1.0
        if mono[axis] > 0:
            down = list(mono)
            down[axis] -= 1
            D[axis][index[tuple(down)], col] = mono[axis]
laplacian = sum(d @ d for d in D)
lz_poly = -1j * (X[0] @ D[1] - X[1] @ D[0])

powers = np.array(monos)
pair_powers = powers[:, None, :] + powers[None, :, :]
degree = pair_powers.sum(axis=2)
all_even = np.all(pair_powers % 2 == 0, axis=2)
angular = np.where(all_even, 2 * np.prod(gamma((pair_powers + 1) / 2), axis=2)
                   / gamma((degree + 3) / 2), 0.0)
radial_1 = 0.5 * angular * gamma((degree + 3) / 2)
radial_r = 0.5 * angular * gamma((degree + 2) / 2)


@lru_cache(maxsize=None)
def moments(g):
    """Integrals of monomial pairs times exp(-g r^2), without and with 1/r."""
    return (radial_1 * g ** (-(degree + 3) / 2),
            radial_r * g ** (-(degree + 2) / 2))


def harmonics(lmax, z_even):
    """Harmonic polynomials of odd degree, optionally only those even in z."""
    blocks = []
    for l in range(1, lmax + 1, 2):
        cols = [n for n, p in enumerate(monos)
                if sum(p) == l and (not z_even or p[2] % 2 == 0)]
        block = np.zeros((size, 0))
        kernel = null_space(laplacian[:, cols])
        block = np.zeros((size, kernel.shape[1]))
        block[cols, :] = kernel
        blocks.append(block)
    return np.hstack(blocks)


exponents = [0.004 * 2.2**k for k in range(10)]


def solve(inv_mass, b, z_even=True, lmax=7, core=0.0):
    """Energies, <L_z> and <x^2+y^2>; core = depth of an extra -exp(-r^2)."""
    C = harmonics(lmax, z_even)
    n = C.shape[1]
    A = [0.5 * (b[1] * X[2] - b[2] * X[1]),
         0.5 * (b[2] * X[0] - b[0] * X[2]),
         0.5 * (b[0] * X[1] - b[1] * X[0])]
    pi = [[-1j * (D[i] @ C - 2 * a * X[i] @ C) + A[i] @ C for i in range(3)]
          for a in exponents]
    LC = lz_poly @ C
    XC, YC = X[0] @ C, X[1] @ C
    dim = n * len(exponents)
    S = np.zeros((dim, dim))
    R = np.zeros((dim, dim))
    H = np.zeros((dim, dim), complex)
    L = np.zeros((dim, dim), complex)
    for j, aj in enumerate(exponents):
        for k, ak in enumerate(exponents):
            g, coul = moments(aj + ak)
            rows, cols = slice(j * n, (j + 1) * n), slice(k * n, (k + 1) * n)
            S[rows, cols] = C.T @ g @ C
            R[rows, cols] = XC.T @ g @ XC + YC.T @ g @ YC
            L[rows, cols] = C.T @ (g @ LC)
            h = -(C.T @ coul @ C).astype(complex)
            for i in range(3):
                h += 0.5 * inv_mass[i] * pi[j][i].conj().T @ (g @ pi[k][i])
            if core:
                h -= core * C.T @ moments(aj + ak + 1.0)[0] @ C
            H[rows, cols] = h
    d = 1 / np.sqrt(np.diag(S))
    scale = np.outer(d, d)
    S, R, H, L = S * scale, R * scale, H * scale, L * scale
    E, V = eigh((H + H.conj().T) / 2, (S + S.T) / 2)
    lz = np.einsum('ij,ij->j', V.conj(), L @ V).real
    rho2 = np.einsum('ij,ij->j', V.conj(), R @ V).real
    return E, lz, rho2


def lowest(result, m):
    """Lowest energy among states whose computed <L_z>/hbar equals m."""
    hits = np.where(np.abs(result[1] - m) < 1e-3)[0]
    assert len(hits) > 0
    return result[0][hits[0]] * unit


# ---------- operator expansion, on an arbitrary function ----------
x, y, q, Bs, hb = sp.symbols('x y q B hbar', positive=True)
f = sp.Function('f')(x, y)


def pix(u):
    return -sp.I * hb * sp.diff(u, x) - q * Bs * y / 2 * u


def piy(u):
    return -sp.I * hb * sp.diff(u, y) + q * Bs * x / 2 * u


lz_f = -sp.I * hb * (x * sp.diff(f, y) - y * sp.diff(f, x))
expanded = (-hb**2 * (sp.diff(f, x, 2) + sp.diff(f, y, 2)) + q * Bs * lz_f
            + q**2 * Bs**2 * (x**2 + y**2) / 4 * f)
assert sp.expand(pix(pix(f)) + piy(piy(f)) - expanded) == 0

# ---------- quality of the basis ----------
inv = (1.0, 1.0, m_t / m_l)
zero = (0.0, 0.0, 0.0)
iso = solve((1.0, 1.0, 1.0), zero)[0][0]
assert abs(iso + 0.125) < 2e-5
E0, _, rho0 = solve(inv, zero)
assert abs(E0[1] - E0[0]) < 1e-7
e_zero = 0.5 * (E0[0] + E0[1]) * unit
rho2 = 0.5 * (rho0[0] + rho0[1])
e_small = solve(inv, zero, lmax=5)[0][0] * unit
assert abs(e_small - e_zero) < 0.05

print(f"transverse mass {mt_rel:.2f} m_e, longitudinal mass {ml_rel:.2f} m_e")
print(f"relative permittivity {eps_rel:.1f}")
print(f"length unit a = {length * 1e9:.4f} nm")
print(f"energy unit hbar^2/(m_t a^2) = {unit:.4f} meV")
print(f"isotropic 2p energy, basis: {iso:.7f} energy units (exact -0.125)")
print(f"2p+- energy at B=0: {e_zero:.4f} meV")
print(f"change of it from lmax 5 to 7: {e_zero - e_small:.5f} meV")
print(f"<rho^2> of 2p+- at B=0: {rho2 * (length * 1e9)**2:.3f} nm^2")

# ---------- main result, from weak to strong field ----------
for tesla in (1.0, 10.0, 40.0):
    res = solve(inv, (0.0, 0.0, field(tesla)))
    up, down = lowest(res, 1), lowest(res, -1)
    law = cyclotron(tesla, m_t)
    assert abs((up - down) / law - 1) < 1e-6
    common = 0.5 * (up + down) - e_zero
    print(f"B = {tesla:.0f} T: b = {field(tesla):.5f}")
    print(f"  E(2p-) = {down:.4f} meV, E(2p+) = {up:.4f} meV")
    print(f"  computed splitting = {up - down:.5f} meV")
    print(f"  hbar e B/m_t       = {law:.5f} meV")
    print(f"  common shift of the pair = {common:.5f} meV")
    if tesla == 1.0:
        first = field(tesla)**2 * rho2 / 8 * unit
        assert abs(common / first - 1) < 0.02
        print(f"  e^2 B^2 <rho^2>/(8 m_t)  = {first:.5f} meV")
    if tesla == 10.0:
        split3 = lowest(res, 3) - lowest(res, -3)
        assert abs(split3 / (3 * law) - 1) < 1e-6
        wrong = cyclotron(tesla, m_l)
        assert abs((up - down) / wrong - 1) > 0.5
        freq = (up - down) * meV / const.h / 1e12
        print(f"  splitting as a frequency = {freq:.4f} THz")
        print(f"  splitting of lowest m=+3,-3 = {split3:.5f} meV")
        print(f"  hbar e B/m_l (wrong mass) = {wrong:.5f} meV")
        mean10 = 0.5 * (up + down)

# ---------- an added axial core potential leaves the splitting alone ----------
res = solve(inv, (0.0, 0.0, field(10.0)), core=1.0)
up, down = lowest(res, 1), lowest(res, -1)
core_shift = 0.5 * (up + down) - mean10
assert abs(core_shift) > 0.1
assert abs((up - down) / cyclotron(10.0, m_t) - 1) < 1e-6
print("added core potential -U exp(-r^2/a^2), U = 1 energy unit, 10 T:")
print(f"  pair moves by {core_shift:.4f} meV, splitting {up - down:.5f} meV")


# ---------- tilted field: the pair is levels 1 and 2 above 2p0 ----------
def tilted_split(tesla, angle):
    b = field(tesla)
    vec = (b * np.sin(angle), 0.0, b * np.cos(angle))
    E = solve(inv, vec, z_even=False, lmax=5)[0]
    return (E[2] - E[1]) * unit


print("field tilted from the valley axis:")
for deg in (30, 60):
    split = tilted_split(0.1, np.radians(deg))
    law = cyclotron(0.1, m_t) * np.cos(np.radians(deg))
    assert abs(split / law - 1) < 5e-3
    print(f"  0.1 T, {deg} deg: {split:.6f} meV, cosine law {law:.6f} meV")
perp1 = tilted_split(0.1, np.pi / 2)
perp2 = tilted_split(0.2, np.pi / 2)
assert perp1 < 0.05 * cyclotron(0.1, m_t)
assert abs(perp2 / perp1 - 4) < 0.12
print(f"  90 deg: {perp1:.3e} meV at 0.1 T, {perp2:.3e} meV at 0.2 T")
print(f"  90 deg: ratio of the two = {perp2 / perp1:.4f}")

# ---------- unequal transverse masses break the law ----------
mx_rel, my_rel = 0.20, 0.30
inv3 = (mt_rel / mx_rel, mt_rel / my_rel, mt_rel / ml_rel)
Ea = solve(inv3, zero)[0]
Eb = solve(inv3, (0.0, 0.0, field(1.0)))[0]
gap0, gap1 = (Ea[1] - Ea[0]) * unit, (Eb[1] - Eb[0]) * unit
cyc3 = cyclotron(1.0, np.sqrt(mx_rel * my_rel) * const.m_e)
assert gap0 > 0.1 and abs(gap1 / cyc3 - 1) > 0.1
print(f"unequal masses m_x = {mx_rel:.2f} m_e, m_y = {my_rel:.2f} m_e:")
print(f"  p-pair splitting {gap0:.4f} meV at 0 T, {gap1:.4f} meV at 1 T")
print(f"  hbar e B/sqrt(m_x m_y) at 1 T = {cyc3:.4f} meV")

print("tests ok")
```

Output:

```
transverse mass 0.25 m_e, longitudinal mass 0.75 m_e
relative permittivity 10.0
length unit a = 2.1167 nm
energy unit hbar^2/(m_t a^2) = 68.0285 meV
isotropic 2p energy, basis: -0.1249995 energy units (exact -0.125)
2p+- energy at B=0: -10.2554 meV
change of it from lmax 5 to 7: -0.00204 meV
<rho^2> of 2p+- at B=0: 83.848 nm^2
B = 1 T: b = 0.00681
  E(2p-) = -10.4796 meV, E(2p+) = -10.0165 meV
  computed splitting = 0.46307 meV
  hbar e B/m_t       = 0.46307 meV
  common shift of the pair = 0.00737 meV
  e^2 B^2 <rho^2>/(8 m_t)  = 0.00737 meV
B = 10 T: b = 0.06807
  E(2p-) = -11.8958 meV, E(2p+) = -7.2651 meV
  computed splitting = 4.63071 meV
  hbar e B/m_t       = 4.63071 meV
  common shift of the pair = 0.67497 meV
  splitting as a frequency = 1.1197 THz
  splitting of lowest m=+3,-3 = 13.89212 meV
  hbar e B/m_l (wrong mass) = 1.54357 meV
B = 40 T: b = 0.27228
  E(2p-) = -12.4670 meV, E(2p+) = 6.0558 meV
  computed splitting = 18.52282 meV
  hbar e B/m_t       = 18.52282 meV
  common shift of the pair = 7.04981 meV
added core potential -U exp(-r^2/a^2), U = 1 energy unit, 10 T:
  pair moves by -1.6473 meV, splitting 4.63071 meV
field tilted from the valley axis:
  0.1 T, 30 deg: 0.040103 meV, cosine law 0.040103 meV
  0.1 T, 60 deg: 0.023153 meV, cosine law 0.023154 meV
  90 deg: 4.199e-05 meV at 0.1 T, 1.680e-04 meV at 0.2 T
  90 deg: ratio of the two = 3.9999
unequal masses m_x = 0.20 m_e, m_y = 0.30 m_e:
  p-pair splitting 1.7451 meV at 0 T, 1.8088 meV at 1 T
  hbar e B/sqrt(m_x m_y) at 1 T = 0.4726 meV
tests ok
```
